Quantum harmonic hopping rates: hot and cold limits without tunnelling

A hydrogen atom in silicon can sit at the centre of a Si–Si bond and hop to a neighbouring bond centre. This problem finds the rate of such a hop when the vibrations are quantized, and asks what becomes of it at high and at low temperature.

The algebra uses atomic units, so ħ = 1, h = 2π, and a frequency ω is also an energy. Numbers are in eV and Å, and a numerical "ω" means ħω. The inverse temperature is β = 1/kT. Energies are counted from the potential minimum.

The model has three hydrogen coordinates x, y, z (mass m = 1.008 u) and one host coordinate q (mass M = 28.085 u). With S(x) = sin²(πx/d), the potential is

V = V_b S + ½k_y(x)y² + ½k_z(x)z² + ½K[q − A sin(2πx/d)]².

Here V_b = 0.500 eV, d = 1.920 Å, K = 17.0 eV/Å² and A = 0.06 Å. The transverse constants vary as k_y = 15.0 − 7.0S and k_z = 2.7 + 1.3S, in eV/Å². These are round model values, not the result of a first-principles calculation; part (h) compares them with real silicon.

**(a) Show that the origin is a minimum and that x = d/2, y = z = q = 0 is a saddle with one unstable mode. What are the normal modes?**

At both points y = z = 0, sin(2πx/d) = 0 and dS/dx = 0, so every first derivative of V vanishes. Define

c = 2π²V_b/d²,  s = 2πA/d.

The second derivative of V_b S is +c at x = 0 and −c at x = d/2. Near these points A sin(2πx/d) is +s δx and −s δx, where δx is the displacement. The (x, q) blocks of second derivatives are therefore

minimum: [[c + Ks², −Ks], [−Ks, K]],
saddle: [[−c + Ks², Ks], [Ks, K]].

Their determinants are +cK and −cK. At the minimum the determinant and the trace are positive, so both eigenvalues are positive. At the saddle the determinant is negative, so one eigenvalue is positive and one is negative. The coordinates y and z are uncoupled there and have positive constants.

Now use mass-weighted coordinates X_i = √m_i x_i. The kinetic energy becomes ½ΣẊ_i², and the matrix of second derivatives becomes D_ij = V_ij/√(m_i m_j). This rescaling does not change the number of negative eigenvalues. An orthogonal rotation diagonalizes D and leaves the kinetic energy unchanged, so the coupled problem separates into independent oscillators with ω² equal to the eigenvalues of D.

The results are

well, ω_i: 0.0442, 0.1058, 0.1200, 0.2494 eV;
saddle, ω'_j: 0.0559, 0.1288, 0.1821 eV;
unstable mode: eigenvalue −ω_b², with ω_b = 0.0948 eV.

In general the well has n modes and the saddle has n − 1 stable ones; here n = 4. All frequencies are taken as non-zero, and uniform translation of the crystal is left out on both sides.

**(b) Find the rate in terms of partition functions, treating motion along the unstable mode as classical.**

Three assumptions enter. The well is in thermal equilibrium up to the dividing surface, a system that crosses the surface does not return, and near the saddle the unstable coordinate X separates from the other modes.

Let the stable saddle modes be in a state with energy ε_ν. The total energy at the top is V_b + ε_ν + p²/2, where p is the momentum along X in mass-weighted units. A phase-space cell dX dp holds dX dp/(2π) states. The probability of finding the system in that cell is

[dX dp/(2π)] exp[−β(V_b + ε_ν + p²/2)]/Q_A,

where Q_A is the partition function of the well. The velocity is p, so the systems that cross in a time dt with p > 0 come from a strip dX = p dt. Dividing by dt and summing over p and ν gives

k = (e^(−βV_b)/Q_A) Σ_ν e^(−βε_ν) ∫₀^∞ (dp/2π) p e^(−βp²/2).

With ε = p²/2 and dε = p dp, the integral is

(1/2π)∫₀^∞ e^(−βε) dε = 1/(2πβ).

Hence

k = [1/(2πβ)] (Q'/Q_A) e^(−βV_b),  Q' = Σ_ν e^(−βε_ν).

Since h = 2π, the first factor is kT/h in ordinary units. The lower limit ε = 0 is where tunnelling was dropped: systems above the top of the barrier all cross, and systems below it never do.

**(c) Evaluate the partition functions for harmonic modes.**

One oscillator has levels ω(v + ½), with v = 0, 1, 2, …. Its partition function is a geometric series:

Σ_v e^(−βω(v+½)) = e^(−βω/2)/(1 − e^(−βω)) = 1/(e^(βω/2) − e^(−βω/2)) = 1/[2 sinh(βω/2)].

The energies of independent modes add, so their partition functions multiply. Taking Q_A to be harmonic assumes that levels high enough to feel the shape of the barrier carry little weight, which needs kT ≪ V_b. Then

k = [1/(2πβ)] [∏_i 2 sinh(βω_i/2) / ∏_j 2 sinh(βω'_j/2)] e^(−βV_b).  (1)

The well modes stand in the numerator because Q_A was in the denominator.

**(d) What does (1) become when kT is large compared with every ω? Find the first correction.**

For small u, sinh u = u(1 + u²/6 + …), so

ln(2 sinh u) = ln(2u) + u²/6 + O(u⁴).

With u = βω/2 the leading term is ln(βω) and the correction is β²ω²/24. The leading terms give n factors of β above and n − 1 below. The one left over cancels the 1/β in front:

k_hot = (1/2π) (∏_i ω_i / ∏_j ω'_j) e^(−βV_b),  (2)

ln(k/k_hot) = (β²/24)(Σ_i ω_i² − Σ_j ω'_j²) + O(β⁴).  (3)

Equation (2) is the classical frequency-ratio result. Its prefactor contains no ħ once ω is read as an angular frequency.

For the example,

∏ω_i/∏ω'_j = (1.400 × 10⁻⁴ eV⁴)/(1.311 × 10⁻³ eV³) = 0.107 eV.

Division by h gives 2.58 × 10¹³ s⁻¹. At 700 K, kT = 0.06032 eV and

k_hot = 2.578 × 10¹³ × exp(−0.500/0.06032) = 6.48 × 10⁹ s⁻¹.

The full formula (1) gives 9.34 × 10⁹ s⁻¹, which is 1.44 times larger. The sign agrees with (3), since Σω_i² − Σω'_j² = 0.0898 − 0.0529 = 0.0369 eV² is positive. The first term alone would give exp(0.422) = 1.53, so at 700 K the series is useful but not accurate. Formula (1) comes down to 10% above the hot form only at 1445 K. There kT is already a quarter of V_b, so the harmonic well assumed in both formulas is itself approximate. The strict hot limit, with kT far above 0.249 eV, lies outside the range kT ≪ V_b in this example. Most of the correction in (3) comes from the y mode, which plays the part of the Si–H stretch in this model: it supplies 0.2494² − 0.1821² = 0.0290 eV² of the 0.0369 eV².

**(e) What does (1) become when kT is small compared with every stable ω?**

Take the growing exponential out of each factor:

2 sinh(βω/2) = e^(βω/2)(1 − e^(−βω)).

The exponentials in (1) combine into exp[½β(Σω_i − Σω'_j)]. Define

ΔZ = ½(Σ_j ω'_j − Σ_i ω_i).

Without approximation, (1) can then be written

k = [1/(2πβ)] e^(−β(V_b+ΔZ)) × ∏_i(1 − e^(−βω_i)) / ∏_j(1 − e^(−βω'_j)).  (4)

The last ratio tends to 1 as β → ∞, so k/k_cold → 1 with

k_cold = (kT/h) e^(−(V_b+ΔZ)/kT).  (5)

The vibrational frequencies have left the prefactor. One state is occupied in the well and one level of the stable modes is open at the saddle, so only the difference of their energies matters. That difference runs from the zero-point level of the well to the zero-point level of the saddle. The unstable mode has no zero-point term in this treatment.

The approach to (5) is set by the softest mode. If that mode belongs to the well, as here, the leading relative correction is −e^(−βω_min).

The zero-point sums are 0.2597 eV in the well and 0.1834 eV at the saddle, so ΔZ = −0.0763 eV and the corrected barrier is 0.4237 eV. At 400 K, kT = 0.03447 eV and kT/h = 8.335 × 10¹² s⁻¹, which gives

k_cold = 8.335 × 10¹² × exp(−0.4237/0.03447) = 3.82 × 10⁷ s⁻¹.

The ratio in (4) is 0.667/0.779 = 0.856, so the full rate is 3.27 × 10⁷ s⁻¹. The hot form gives 1.29 × 10⁷ s⁻¹. At this temperature the cold form is nearer to (1), although it is still 17% above it. The full rate is 10% below the cold form at 315 K and 0.4% below it at 100 K.

**(f) What activation energy would an Arrhenius plot of (1) show?**

The local slope is E_a = −d ln k/dβ. From (1),

ln k = −ln(2πβ) + Σ_i ln[2 sinh(βω_i/2)] − Σ_j ln[2 sinh(βω'_j/2)] − βV_b.

Since d ln(sinh(βω/2))/dβ = (ω/2)coth(βω/2),

E_a = V_b + kT + Σ_j (ω'_j/2)coth(βω'_j/2) − Σ_i (ω_i/2)coth(βω_i/2).  (6)

Each coth term is the mean energy of one oscillator. When hot it tends to kT, and the thermal terms add to kT + (n−1)kT − n kT = 0, so E_a → V_b. When cold, coth → 1 and E_a approaches V_b + ΔZ + kT. The extra kT comes from the linear temperature dependence of the prefactor in (5).

In the example E_a is 0.432 eV at 100 K, 0.450 eV at 400 K, 0.461 eV at 700 K and 0.473 eV at 1200 K. A straight line fitted over a modest range would look acceptable and yet return neither V_b nor V_b + ΔZ. Its prefactor shifts too. The tangent at 400 K has the prefactor

3.27 × 10⁷ × exp(0.4499/0.03447) ≈ 1.5 × 10¹³ s⁻¹,

compared with 2.6 × 10¹³ s⁻¹ in (2). When the cold form (5) is used, ΔZ is added to a barrier read from a potential surface. In (1) it must not be added, because the sinh factors already contain it. A measured activation energy already contains zero-point effects too.

**(g) Restore tunnelling through a parabolic barrier top. Where does neglecting it fail?**

Near the top, measured from V_b, the unstable mode has H = ½(p² − ω_b²X²). Define

a = (p + ω_b X)/√(2ω_b),  b = (p − ω_b X)/√(2ω_b).

From [X, p] = i it follows that [a, b] = i and H = ½ω_b(ab + ba). So b acts as the momentum conjugate to a. The equations of motion give a(t) ∝ e^(ω_b t) and b(t) ∝ e^(−ω_b t). At late times the sign of a tells on which side the particle leaves, with a > 0 on the right. At early times b > 0 means that it arrives from the left.

In the b representation a = i d/db, and Hφ = εφ has the solution φ = b^(−iε/ω_b − ½). For arrival from the left, φ is zero at b < 0. Going over to the a representation, with σ = ½ − iε/ω_b,

ψ(a) ∝ ∫₀^∞ b^(σ−1) e^(iab) db = Γ(σ)|a|^(−σ) e^(±iπσ/2),

with the upper sign for a > 0. The squared magnitude of the last factor is e^(±πε/ω_b). Transmission and reflection are thus in the ratio e^(2πε/ω_b), and since they add to 1,

P(ε) = 1/(1 + e^(−2πε/ω_b)).

In part (b) the step at ε = 0 is replaced by P(ε), which multiplies k by

κ = β∫ e^(−βε) P(ε) dε, over all ε.

Put t = 2πε/ω_b, g = βω_b/(2π) and α = 1 − g. Then

κ = g I,  I = ∫ e^(αt)/(1 + e^t) dt.

For 0 < α < 1, compare I with the same integral along the line shifted by 2πi, where the integrand is multiplied by e^(2πiα). The pole between the lines, at t = iπ, has residue −e^(iπα). So I(1 − e^(2πiα)) = −2πi e^(iπα), which gives I = π/sin(πα) = π/sin(πg), and

κ = (βω_b/2)/sin(βω_b/2).  (7)

This diverges at

T_c = ω_b/(2πk) = 175 K.

There the Boltzmann weight grows downwards in energy as fast as the parabolic transmission falls. A real barrier has a finite base, so its rate stays finite, but (7) no longer applies.

At high temperature u/sin u = 1 + u²/6 + …, so ln κ ≈ β²ω_b²/24. This is of the same order as (3). Adding the two, and using the fact that the trace of D is the sum of its eigenvalues,

ln(κk/k_hot) = (β²/24)(Tr D_min − Tr D_saddle) + O(β⁴).  (8)

The unstable eigenvalue −ω_b² enters Tr D_saddle with the sign needed to supply the tunnelling term. Keeping (3) without tunnelling is therefore an incomplete second-order correction.

In the example κ is 1.11 at 700 K, 1.40 at 400 K and 1.77 at 315 K. So at the temperature where the cold form represents (1) to 10%, the parabolic estimate already adds 77% for tunnelling. The model barrier is not a parabola, so this figure shows only the size of the effect. Equation (5) is the correct limit of (1), but in this model it is not the true low-temperature rate.

A rough figure for 100 K comes from a sin² barrier with the same curvature at its top. Its height is V_b + ΔZ + ½(0.1200) = 0.484 eV, where 0.1200 eV is the well mode lying mainly along the hop. The transmission below the top is 1/(1 + e^(2θ)), with 2θ twice the semiclassical action under the barrier, and the thermal average starts at the ground level of the well. The resulting factor is about 4 × 10⁷. This one-dimensional estimate treats the well energies as continuous and does not follow the host coordinate along the tunnelling path, so it may be wrong by a factor of ten or more. It shows only that tunnelling dominates the rate at 100 K.

**(h) Convert the rate to a diffusion coefficient and judge it against hydrogen in real silicon.**

Each bond centre has six equivalent neighbours at distance d = 1.920 Å, so the total jump rate is 6k. Assume that the hydrogen comes to equilibrium at each site before it hops again. The site is a centre of inversion, so the mean jump from it is then zero and successive jumps are uncorrelated. The four model coordinates do not ensure this by themselves, since in classical trajectories of the model roughly half of the hydrogen atoms that cross one barrier at 400 to 700 K run on over the next within about 100 fs. Such correlated jumps would change D. The assumption is that the rest of the lattice takes up its energy first. The mean square displacement is then 6kd²t. Setting it equal to 6Dt gives

D = kd².

At 400 K, D = 3.27 × 10⁷ × (1.920 × 10⁻⁸)² = 1.2 × 10⁻⁸ cm²/s. At 700 K, D = 3.4 × 10⁻⁶ cm²/s. The hot formula gives 4.8 × 10⁻⁹ and 2.4 × 10⁻⁶ cm²/s. None of these values includes tunnelling; the factor κ of part (g) would raise the values from (1) by about 40% at 400 K and 11% at 700 K.

In classical mechanics, anharmonicity matters less here than the gap between the hot and full formulas. A classical integration over the full potential changes the hot rate by factors of 0.98 at 400 K and 0.97 at 700 K. Quantum mechanically, with y and z represented by their zero-point energy at each x, the ground level of the well lies 3.0 meV below its harmonic value, which on its own would lower the 400 K rate by 8%. The matching shift at the saddle was not calculated, so this is an indication of size and not a correction to apply.

A barrier near 0.5 eV and a stretch quantum near 0.25 eV are roughly right for positively charged bond-centred hydrogen. The other model frequencies are not matched to silicon: at the real site the two modes transverse to the bond are degenerate by symmetry, while the model has 0.1058 and 0.1200 eV. The geometry is simplified: the model puts the stretch at right angles to the hop, while in the crystal the bond makes an angle of about 35° with the line to the neighbouring site. The host motion is far from typical: real hydrogen pushes its two silicon neighbours apart by several tenths of an ångström, and many lattice modes take part. Recrossing is also left out, and it can only lower the rate through a given dividing surface in classical mechanics. The preferred site and the barrier depend on the charge state of the hydrogen. An error of 0.05 eV in the barrier alone changes the 400 K rate by a factor exp(0.05/0.03447) ≈ 4, more than the gap between the hot and full formulas.

Doped silicon in devices also breaks the assumption of a perfect lattice, because dopants and defects trap hydrogen. Suppose a fraction f of sites are traps with binding energy E_t, and hydrogen is scarce compared with traps. In local equilibrium the ratio of trapped to free hydrogen is about f e^(E_t/kT), so

D_eff ≈ D/(1 + f e^(E_t/kT)).

For the illustrative values f = 10⁻⁵ (about 10¹⁸ traps per cm³) and E_t = 0.6 eV, D falls by a factor of about 360 at 400 K but only about 1.2 at 700 K. With such traps, the computed D describes the motion between trapping events at 400 K, and nearly the whole transport at 700 K.

Computed results

```
lattice constant 5.43 A, hop length 1.920 A
barrier Vb 0.500 eV
masses: H 1.008 u, host 28.085 u
ky well, saddle: 15.0, 8.0 eV/A^2
kz well, saddle: 2.7, 4.0 eV/A^2
host constant 17.0 eV/A^2, host shift 0.06 A
well modes (eV): 0.0442 0.1058 0.1200 0.2494
saddle modes (eV): 0.0559 0.1288 0.1821
unstable mode magnitude 0.0948 eV
zero-point sums: well 0.2597, saddle 0.1834 eV
zero-point change dZ -0.0763 eV, Vb+dZ 0.4237 eV
hot prefactor 2.578e+13 1/s
tunnelling crossover temperature 175 K
T (K): kT (eV), kT/h (1/s)
400: 0.03447, 8.335e+12
700: 0.06032, 1.459e+13
T (K): rate full, hot, cold (1/s); full/hot, full/cold
100: 9.161e-10 1.631e-12 9.201e-10; 561.7 0.9956
200: 8.389e+01 6.485e+00 8.757e+01; 12.94 0.9579
400: 3.270e+07 1.293e+07 3.821e+07; 2.529 0.8559
700: 9.338e+09 6.479e+09 1.298e+10; 1.441 0.7195
1200: 2.347e+11 2.048e+11 4.154e+11; 1.146 0.5650
T (K): local activation energy (eV)
100: 0.4322
400: 0.4499
700: 0.4612
1200: 0.4733
full is 10% above hot at 1445 K
full is 10% below cold at 315 K
T (K): diffusion coefficient full, hot (cm^2/s)
400: 1.205e-08 4.766e-09
700: 3.442e-06 2.388e-06
T (K): parabolic tunnelling factor, classical anharmonic factor
400: 1.402 0.982
700: 1.111 0.965
parabolic tunnelling factor at 315 K: 1.77
semiclassical tunnelling factor at 100 K: 4.3e+07
anharmonic shift of well ground level -2.96 meV
its change on a finer grid 2.3e-05 meV
Boltzmann factor of that shift at 400 K: 0.918
```
